# Ewald Decomposition of the KKR Structure Constants: a program that tests the result

```python
"""
Ewald (Ham-Segall) form of the KKR structure constants, one site per cell.

Rydberg units: hbar^2/2m = 1, lengths in bohr, E = kappa^2 in Ry.
G(r) = (1/Omega) sum_q exp(i q.r)/(E - q^2),  q = K + k,
     = -cos(kappa r)/(4 pi r) + sum_L i^l D_L j_l(kappa r) Y_L(r).
Result under test: D_L = D1 + D2 + D3 for every splitting parameter eta:
  D1: sum over q with Gaussian damping exp(-q^2/eta)
  D2: sum over lattice vectors R != 0 of integrals from sqrt(eta)/2 to infinity
  D3: on-site term, present for L = (0,0) only.
References: direct Hankel-function lattice sums (negative and complex E), and
angular projection of G obtained by Yukawa subtraction (positive E).
"""
import numpy as np
import mpmath as mp
from math import factorial, pi, sqrt
from scipy.special import lpmv, spherical_jn, erfi

a = 6.0
E0 = 0.5
k_reduced = np.array([0.10, 0.25, 0.40])
k = 2 * pi / a * k_reduced
cell = a / 2 * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]], float)
recip = 2 * pi * np.linalg.inv(cell).T
omega = abs(np.linalg.det(cell))
L_all = [(l, m) for l in range(5) for m in range(-l, l + 1)]


def lattice_points(basis, shift, cutoff):
    """All vectors n.basis + shift no longer than cutoff."""
    reach = np.linalg.norm(np.linalg.inv(basis), axis=0).max()
    n = int(np.ceil((cutoff + np.linalg.norm(shift)) * reach))
    g = np.arange(-n, n + 1)
    idx = np.stack(np.meshgrid(g, g, g, indexing="ij"), -1).reshape(-1, 3)
    v = idx @ basis + shift
    return v[np.linalg.norm(v, axis=1) <= cutoff]


def real_sites(cutoff):
    """Lattice vectors without the origin."""
    v = lattice_points(cell, np.zeros(3), cutoff)
    return v[np.linalg.norm(v, axis=1) > 1e-8]


def Y(l, m, v):
    """Complex spherical harmonic, Condon-Shortley phase."""
    if m < 0:
        return (-1) ** m * np.conj(Y(l, -m, v))
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - m) / factorial(l + m))
    cos_theta = v[:, 2] / np.linalg.norm(v, axis=1)
    phi = np.arctan2(v[:, 1], v[:, 0])
    return norm * lpmv(m, l, cos_theta) * np.exp(1j * m * phi)


gl_x, gl_w = np.polynomial.legendre.leggauss(60)
gl_x, gl_w = 3.5 * (gl_x + 1), 3.5 * gl_w


def site_integral(l, rho, E, eta):
    """Integral of s^(2l) exp(-s^2 rho^2 + E/(4 s^2)), s > sqrt(eta)/2."""
    rho = np.asarray(rho)[..., None]
    s = sqrt(eta) / 2 + gl_x / rho
    f = s ** (2 * l) * np.exp(-(s * rho) ** 2 + E / (4 * s**2))
    return np.sum(f * gl_w / rho, axis=-1)


q_ew = lattice_points(recip, k, 10.0)
R_ew = real_sites(22.0)


def ewald(l, m, E, eta):
    """The three parts D1, D2, D3."""
    kappa = np.sqrt(complex(E))
    q = np.linalg.norm(q_ew, axis=1)
    R = np.linalg.norm(R_ew, axis=1)
    d1 = 4 * pi / omega * kappa**-l * np.sum(
        q**l * np.exp((E - q**2) / eta) / (E - q**2) * np.conj(Y(l, m, q_ew)))
    d2 = -2 ** (l + 1) / sqrt(pi) * (-1j) ** l * kappa**-l * np.sum(
        R**l * np.exp(1j * R_ew @ k) * np.conj(Y(l, m, R_ew))
        * site_integral(l, R, E, eta))
    d3 = 0.0
    if l == 0:
        d3 = -sqrt(eta) / (2 * pi) * sum(
            (E / eta) ** n / (factorial(n) * (2 * n - 1)) for n in range(60))
    return d1, d2, d3


# --- independence of the splitting parameter ---
etas = (0.5, 1.0, 2.0)
parts = {(L, eta): ewald(*L, E0, eta) for L in L_all for eta in etas}
D = {L: sum(parts[L, 1.0]) for L in L_all}
dev_eta = max(abs(sum(parts[L, eta]) - D[L]) for L in L_all for eta in etas)
assert dev_eta < 1e-10
drift = abs(sum(parts[(0, 0), 2.0][:2]) - sum(parts[(0, 0), 0.5][:2]))
assert drift > 1e-2  # without the on-site term L=0 depends on eta
for l, m in L_all:
    assert abs(D[l, -m] - (-1) ** m * np.conj(D[l, m])) < 1e-11

# --- direct Hankel sums where they converge absolutely ---
R_far = real_sites(80.0)
R_far_len = np.linalg.norm(R_far, axis=1)
bloch_far = np.exp(1j * R_far @ k)


def hankel1(l, z):
    total = sum((1j / (2 * z)) ** j * factorial(l + j)
                / (factorial(j) * factorial(l - j)) for j in range(l + 1))
    return (-1j) ** (l + 1) * np.exp(1j * z) / z * total


def direct_sum(l, m, E):
    kappa = np.sqrt(complex(E))
    d = -1j * kappa * (-1j) ** l * np.sum(
        bloch_far * hankel1(l, kappa * R_far_len) * np.conj(Y(l, m, R_far)))
    return d - (1j * kappa / sqrt(4 * pi) if l == 0 else 0)


E_neg, E_cplx = -0.6, 0.5 + 0.6j
dev_hankel = {}
for E in (E_neg, E_cplx):
    dev_hankel[E] = max(abs(direct_sum(*L, E) - sum(ewald(*L, E, 1.0)))
                        for L in L_all)
    assert dev_hankel[E] < 1e-9

# --- positive energy: G on a sphere without Gaussian splitting ---
r = 1.8
kappa0 = sqrt(E0)
ct, wt = np.polynomial.legendre.leggauss(16)
phi = 2 * pi * np.arange(32) / 32
CT, PH = np.meshgrid(ct, phi, indexing="ij")
ST = np.sqrt(1 - CT**2)
unit = np.stack([ST * np.cos(PH), ST * np.sin(PH), CT], -1).reshape(-1, 3)
w_ang = np.repeat(wt, 32) * 2 * pi / 32
sphere = r * unit


def project(l, m, f):
    """Coefficient of i^l j_l(kappa r) Y_L in f on the sphere."""
    c = np.sum(w_ang * np.conj(Y(l, m, unit)) * f)
    return (-1j) ** l * c / spherical_jn(l, kappa0 * r)


mu = 1.0            # Yukawa reference energy is -mu
g = sqrt(mu)
c = E0 + mu
sites = lattice_points(cell, np.zeros(3), 36.0)
rho = np.linalg.norm(sphere[:, None] - sites[None], axis=2)
yukawa = np.exp(-g * rho) * (1 / (4 * pi * rho) + c / (8 * pi * g)
                             + c**2 * (1 + g * rho) / (32 * pi * g**3))
G_ref = -(yukawa @ np.exp(1j * sites @ k))
q_far = lattice_points(recip, k, 24.0)
for start in range(0, len(q_far), 2000):
    qv = q_far[start:start + 2000]
    q2 = np.sum(qv**2, axis=1)
    G_ref -= np.exp(1j * sphere @ qv.T) @ (
        c**3 / ((q2 + mu) ** 3 * (q2 - E0))) / omega
singular = -np.cos(kappa0 * r) / (4 * pi * r)
D_ref = {L: project(*L, G_ref - singular) for L in L_all}
dev_sphere = max(abs(D_ref[L] - D[L]) for L in L_all)
# tolerance: the reference q sum is cut at 24/bohr and divided by small j_4
assert dev_sphere < 1e-5

# --- the split at finite r, and r-dependence of the separate parts ---
q2 = np.sum(q_ew**2, axis=1)
G_rec = np.exp(1j * sphere @ q_ew.T) @ (np.exp(E0 - q2) / (E0 - q2)) / omega
near = lattice_points(cell, np.zeros(3), 15.0)
rho = np.linalg.norm(sphere[:, None] - near[None], axis=2)
G_real = -(site_integral(0, rho, E0, 1.0) @ np.exp(1j * near @ k)) \
    / (2 * pi**1.5)
dev_split = np.max(abs(G_rec + G_real - G_ref))
assert dev_split < 1e-7
rec_r, real_r = project(2, 0, G_rec), project(2, 0, G_real)
assert abs(rec_r + real_r - D[2, 0]) < 1e-9
assert abs(rec_r - parts[(2, 0), 1.0][0]) > 1e-4

# --- on-site limit from its defining integral, and closed form ---
r_small = 1e-3
integral = mp.quad(lambda s: mp.exp(-(s * r_small) ** 2 + E0 / (4 * s**2)),
                   [0.5, 1, 10, 100, 1000, 3000, 10000])
onsite = sqrt(4 * pi) * float(mp.cos(kappa0 * r_small) / (4 * mp.pi * r_small)
                              - integral / (2 * mp.pi**1.5))
D3 = parts[(0, 0), 1.0][2]
assert abs(onsite - D3) < 1e-6  # remainder is of order r_small^2
closed = (np.exp(E0) - sqrt(pi * E0) * erfi(sqrt(E0))) / (2 * pi)
assert abs(closed - D3) < 1e-13


def show(z):
    z = complex(z)
    return f"{round(z.real, 7) + 0.0:+.7f} {round(z.imag, 7) + 0.0:+.7f}i"


print(f"bcc lattice constant a = {a:.1f} bohr, cell volume = {omega:.1f} bohr^3")
print("k in units of 2pi/a =", k_reduced, f"; E = {E0} Ry")
print(f"kappa = {kappa0:.6f} 1/bohr")
print("three lowest q^2 (Ry):", np.round(np.sort(q2)[:3], 5))
print(f"nearest-neighbour distance = {a * sqrt(3) / 2:.4f} bohr")
print(f"vectors in Ewald sums: {len(q_ew)} q, {len(R_ew)} R")
print("Parts at eta = 1 Ry, in 1/bohr (real, imaginary):")
for L in [(0, 0), (1, 0), (2, 0), (2, 1), (3, 0), (4, 0), (4, 4)]:
    p = parts[L, 1.0]
    print(f" L={L} D1 {show(p[0])} | D2 {show(p[1])}")
    print(f"         D3 {p[2]:+.7f} | total {show(D[L])}")
print("Dependence on eta (real parts, 1/bohr):")
for L in [(0, 0), (2, 0)]:
    for eta in etas:
        p = [complex(x).real for x in parts[L, eta]]
        print(f" L={L} eta={eta} Ry: D1 {p[0]:+.7f} D2 {p[1]:+.7f}"
              f" D3 {p[2]:+.7f} sum {sum(p):+.7f}")
print(f"change of D1+D2, L=0, eta 0.5 to 2 Ry: {drift:.7f} 1/bohr")
print(f"L=(2,0), eta=1 Ry, projections at r = {r} bohr divided by j_2, 1/bohr:")
print(f" reciprocal {rec_r.real:+.7f} real-space {real_r.real:+.7f}"
      f" sum {(rec_r + real_r).real:+.7f}")
print(f"on-site integral at r = {r_small} bohr: {onsite:.7f} 1/bohr")
print(f"on-site closed form: {closed:.7f} 1/bohr")
print(f"D_00 from sphere projection: {D_ref[0, 0].real:+.7f} 1/bohr")
print(f"D_20 from sphere projection: {D_ref[2, 0].real:+.7f} 1/bohr")
print("Largest deviations over all L with l <= 4, in 1/bohr:")
print(f" between eta values: {dev_eta:.1e}")
print(f" from sphere projection, E = {E0} Ry: {dev_sphere:.1e}")
for E in (E_neg, E_cplx):
    print(f" from Hankel sum, E = {E} Ry: {dev_hankel[E]:.1e}")
print(f"largest deviation of split G(r) on sphere: {dev_split:.1e} 1/bohr")
print(f"R vectors in Hankel sum: {len(R_far)}")
print("all good")
```

Output:

```
bcc lattice constant a = 6.0 bohr, cell volume = 108.0 bohr^3
k in units of 2pi/a = [0.1  0.25 0.4 ] ; E = 0.5 Ry
kappa = 0.707107 1/bohr
three lowest q^2 (Ry): [0.25496 1.0226  1.35159]
nearest-neighbour distance = 5.1962 bohr
vectors in Ewald sums: 1828 q, 410 R
Parts at eta = 1 Ry, in 1/bohr (real, imaginary):
 L=(0, 0) D1 +0.0853988 +0.0000000i | D2 -0.0000336 +0.0000000i
         D3 +0.0722187 | total +0.1575839 +0.0000000i
 L=(1, 0) D1 +0.2545959 +0.0000000i | D2 -0.0004465 +0.0000000i
         D3 +0.0000000 | total +0.2541494 +0.0000000i
 L=(2, 0) D1 +0.1287605 +0.0000000i | D2 -0.0001963 +0.0000000i
         D3 +0.0000000 | total +0.1285642 +0.0000000i
 L=(2, 1) D1 -0.0407157 +0.0623139i | D2 +0.0005400 -0.0016618i
         D3 +0.0000000 | total -0.0401757 +0.0606521i
 L=(3, 0) D1 -0.1051272 +0.0000000i | D2 -0.0074300 +0.0000000i
         D3 +0.0000000 | total -0.1125573 +0.0000000i
 L=(4, 0) D1 +0.2587829 +0.0000000i | D2 +0.0155251 +0.0000000i
         D3 +0.0000000 | total +0.2743079 +0.0000000i
 L=(4, 4) D1 -0.0346247 +0.0179712i | D2 +0.0056622 +0.0000000i
         D3 +0.0000000 | total -0.0289625 +0.0179712i
Dependence on eta (real parts, 1/bohr):
 L=(0, 0) eta=0.5 Ry: D1 +0.1828086 D2 -0.0019266 D3 -0.0232981 sum +0.1575839
 L=(0, 0) eta=1.0 Ry: D1 +0.0853988 D2 -0.0000336 D3 +0.0722187 sum +0.1575839
 L=(0, 0) eta=2.0 Ry: D1 -0.0087582 D2 -0.0000000 D3 +0.1663421 sum +0.1575839
 L=(2, 0) eta=0.5 Ry: D1 +0.1390762 D2 -0.0105120 D3 +0.0000000 sum +0.1285642
 L=(2, 0) eta=1.0 Ry: D1 +0.1287605 D2 -0.0001963 D3 +0.0000000 sum +0.1285642
 L=(2, 0) eta=2.0 Ry: D1 +0.1285643 D2 -0.0000001 D3 +0.0000000 sum +0.1285642
change of D1+D2, L=0, eta 0.5 to 2 Ry: 0.1896402 1/bohr
L=(2,0), eta=1 Ry, projections at r = 1.8 bohr divided by j_2, 1/bohr:
 reciprocal +0.1293794 real-space -0.0008152 sum +0.1285642
on-site integral at r = 0.001 bohr: 0.0722187 1/bohr
on-site closed form: 0.0722187 1/bohr
D_00 from sphere projection: +0.1575839 1/bohr
D_20 from sphere projection: +0.1285642 1/bohr
Largest deviations over all L with l <= 4, in 1/bohr:
 between eta values: 3.9e-15
 from sphere projection, E = 0.5 Ry: 3.8e-10
 from Hankel sum, E = -0.6 Ry: 3.9e-16
 from Hankel sum, E = (0.5+0.6j) Ry: 2.3e-14
largest deviation of split G(r) on sphere: 1.8e-11 1/bohr
R vectors in Hankel sum: 19794
all good
```
